# Why equilibrium alone does not make np equal ni²: a numerical check

```python
"""
Result under test, for an n-type semiconductor in thermal equilibrium:
    n p / ni^2 = F(eta) exp(-eta) exp(narrowing / kT)
n, p      : electron and hole densities
ni        : carrier density of the undoped crystal with the unnarrowed gap
F(eta)    : Fermi-Dirac integral of order 1/2 with prefactor 2/sqrt(pi)
eta       : (Fermi level - actual conduction edge) / kT
narrowing : total reduction of the band gap
Assumptions: parabolic bands, rigid edge shifts, gap >> kT, nondegenerate
holes, fully ionised dopants.
Densities are computed by quadrature of the density of states and a charge
neutrality solve; the formula side uses the polylogarithm.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expit

mp.mp.dps = 25
temperature = 300.0                      # K
gap = 1.10                               # eV
mass_c, mass_v = 1.0, 0.8                # units of the electron mass
kT_joule = const.k * temperature
kT = kT_joule / const.e                  # eV

# Quadrature variable t: energy above the band edge = kT * t^2
step = 0.01
t = np.arange(0.0, 13.0, step)


def fermi(argument):
    return expit(-argument)


def boltzmann(argument):
    return np.exp(-argument)


def band_density(mass, reduced_level, occupation=fermi):
    """Carriers per cm^3 from density of states times occupation."""
    m = mass * const.m_e
    dos_constant = (2 * m / const.hbar**2) ** 1.5 / (2 * np.pi**2)
    integrand = 2 * t**2 * occupation(t**2 - reduced_level)
    return dos_constant * kT_joule**1.5 * np.sum(integrand) * step * 1e-6


def equilibrium(donors=0.0, acceptors=0.0, shift_c=0.0, shift_v=0.0,
                occupation=fermi):
    """Solve neutrality; return n, p, Fermi level, band edges (eV)."""
    edge_c, edge_v = gap - shift_c, shift_v

    def densities(level):
        n = band_density(mass_c, (level - edge_c) / kT, occupation)
        p = band_density(mass_v, (edge_v - level) / kT, occupation)
        return n, p

    def imbalance(level):
        n, p = densities(level)
        return np.log(n + acceptors) - np.log(p + donors)

    level = brentq(imbalance, -0.4, gap + 0.4, xtol=1e-14)
    n, p = densities(level)
    return n, p, level, edge_c, edge_v


def effective_density(mass):
    m = mass * const.m_e
    return 2 * (m * kT_joule / (2 * np.pi * const.hbar**2)) ** 1.5 * 1e-6


def F_half(eta):
    return float(mp.re(-mp.polylog(mp.mpf(3) / 2, -mp.exp(eta))))


def eta_from_filling(filling):
    return brentq(lambda x: np.log(F_half(x) / filling), -25, 20, xtol=1e-13)


def close(a, b, tolerance=1e-7):
    return abs(a / b - 1) < tolerance


Nc, Nv = effective_density(mass_c), effective_density(mass_v)
ni = equilibrium()[0]
assert close(ni**2, Nc * Nv * np.exp(-gap / kT))

print(f"Temperature: {temperature:.0f} K, kT = {1e3*kT:.3f} meV")
print(f"Unnarrowed gap: {gap:.2f} eV")
print(f"Masses (electron masses): m_c = {mass_c:.1f}, m_v = {mass_v:.1f}")
print(f"N_c = {Nc:.4e} cm^-3")
print(f"N_v = {Nv:.4e} cm^-3")
print(f"ni from neutrality = {ni:.4e} cm^-3")

# The degeneracy factor as one integral: agreement, monotonic fall, limits
def factor_integral(eta):
    integrand = 2 * t**2 / (np.exp(t**2) + np.exp(eta))
    return 2 / np.sqrt(np.pi) * np.sum(integrand) * step


eta_grid = np.linspace(-10, 15, 26)
factors = np.array([factor_integral(x) for x in eta_grid])
for x, value in zip(eta_grid, factors):
    assert close(value, F_half(x) * np.exp(-x), 1e-9)
assert np.all(np.diff(factors) < 0) and 0 < factors[-1] < factors[0] < 1
assert 1 - factors[0] < 1e-4 and factors[-1] < 1e-4

eta_deep = 10.0
deep_exact = factor_integral(eta_deep)
deep_leading = 4 / (3 * np.sqrt(np.pi)) * eta_deep**1.5 * np.exp(-eta_deep)
# The first relative correction is pi^2/(8 eta^2); the next is of order eta^-4
assert abs(deep_exact / deep_leading - 1 - np.pi**2 / (8 * eta_deep**2)) < 2e-4
print(f"Factor at eta = {eta_deep:.0f}: exact {deep_exact:.4e}, "
      f"leading form {deep_leading:.4e}")

# Degeneracy alone, for a series of donor densities
print("No narrowing, donor density series:")
for donors in (1e17, 1e18, 1e19, 1e20):
    n, p, level, edge_c, edge_v = equilibrium(donors)
    filling = n / Nc
    eta = eta_from_filling(filling)
    ratio = n * p / ni**2
    assert close(ratio, F_half(eta) * np.exp(-eta))
    assert ratio < 1
    low_density = 1 - filling / np.sqrt(8)
    if filling < 0.05:
        assert abs(ratio - low_density) < 0.1 * filling**2
    break_even = kT * (eta - np.log(F_half(eta)))
    n2, p2 = equilibrium(donors, shift_c=break_even)[:2]
    assert close(n2 * p2, ni**2)
    print(f" N_D = {donors:.0e} cm^-3: n/N_c = {filling:.5f}, eta = {eta:.4f}")
    print(f"   np/ni^2 = {ratio:.5f}, low-density form = {low_density:.5f}")
    print(f"   break-even narrowing = {1e3*break_even:.3f} meV")

# The last sample of the series is the heavily doped worked example
n_plain, p_plain, level_plain = n, p, level
eta_plain, factor_plain, threshold = eta, ratio, break_even

# Control: the same doping with the exclusion principle switched off
n_b, p_b, level_b = equilibrium(donors, occupation=boltzmann)[:3]
assert close(n_b * p_b, ni**2)
assert level_plain > level_b
assert close(level_plain - level_b, threshold)

# Narrowing at fixed doping: exponential law, independent of the split
for total in (0.05, 0.10, 0.15):
    for share in (0.0, 0.6, 1.0):
        n_s, p_s = equilibrium(donors, shift_c=share * total,
                               shift_v=(1 - share) * total)[:2]
        assert close(n_s * p_s / (n_plain * p_plain), np.exp(total / kT))

shift_c, shift_v = 0.06, 0.04            # eV, chosen model values
narrowing = shift_c + shift_v
n, p, level, edge_c, edge_v = equilibrium(donors, shift_c=shift_c,
                                          shift_v=shift_v)
eta = eta_from_filling(n / Nc)
ratio = n * p / ni**2
assert close(eta, (level - edge_c) / kT)
assert close(ratio, F_half(eta) * np.exp(-eta) * np.exp(narrowing / kT))
apparent = kT * np.log(ratio)
assert close(apparent, narrowing - threshold)

print(f"Worked example: N_D = {donors:.0e} cm^-3")
print(f"F_1/2(eta) = {F_half(eta):.4f}, exp(-eta) = {np.exp(-eta):.5f}")
print(f"Fermi level above original E_v, no narrowing: {level_plain:.4f} eV")
print(f"Same with Boltzmann filling: {level_b:.4f} eV")
print(f"Boltzmann control np/ni^2 = {n_b*p_b/ni**2:.6f}")
print(f"Edge shifts: E_c down {1e3*shift_c:.0f} meV, E_v up {1e3*shift_v:.0f} meV")
print(f"Total narrowing = {1e3*narrowing:.0f} meV")
print(f"Fermi level above original E_v, narrowed: {level:.4f} eV")
print(f"Fermi level above actual E_v, narrowed: {level-edge_v:.4f} eV")
print(f"Degeneracy factor = {factor_plain:.5f}")
print(f"Narrowing factor = {np.exp(narrowing/kT):.3f}")
print(f"np/ni^2 with both effects = {ratio:.3f}")
print(f"Hole density, naive ni^2/n = {ni**2/n_plain:.4f} cm^-3")
print(f"Hole density, degeneracy only = {p_plain:.4f} cm^-3")
print(f"Hole density, both effects = {p:.4f} cm^-3")
print(f"Apparent narrowing kT ln(np/ni^2) = {1e3*apparent:.3f} meV")

# Fixed Fermi level: lowering only E_c is weaker than exponential
delta = shift_c / kT
n_fixed = band_density(mass_c, (level_plain - gap + shift_c) / kT)
growth = n_fixed / n_plain
assert close(growth, F_half(eta_plain + delta) / F_half(eta_plain))
assert growth < np.exp(delta)
print(f"Fixed Fermi level, E_c down {1e3*shift_c:.0f} meV: "
      f"np grows by {growth:.3f}")
print(f"Exponential of the same shift over kT = {np.exp(delta):.3f}")

# Acceptor doping: the same law with the roles of the bands exchanged
acceptors = 1e20
n_a, p_a = equilibrium(acceptors=acceptors)[:2]
eta_v = eta_from_filling(p_a / Nv)
ratio_a = n_a * p_a / ni**2
assert close(ratio_a, F_half(eta_v) * np.exp(-eta_v))
print(f"Acceptors {acceptors:.0e} cm^-3, no narrowing: eta_v = {eta_v:.4f}, "
      f"np/ni^2 = {ratio_a:.5f}")

print("checks complete")
```

Running it gives:

```
Temperature: 300 K, kT = 25.852 meV
Unnarrowed gap: 1.10 eV
Masses (electron masses): m_c = 1.0, m_v = 0.8
N_c = 2.5094e+19 cm^-3
N_v = 1.7956e+19 cm^-3
ni from neutrality = 1.2226e+10 cm^-3
Factor at eta = 10: exact 1.0934e-03, leading form 1.0800e-03
No narrowing, donor density series:
 N_D = 1e+17 cm^-3: n/N_c = 0.00398, eta = -5.5238
   np/ni^2 = 0.99859, low-density form = 0.99859
   break-even narrowing = 0.036 meV
 N_D = 1e+18 cm^-3: n/N_c = 0.03985, eta = -3.2086
   np/ni^2 = 0.98602, low-density form = 0.98591
   break-even narrowing = 0.364 meV
 N_D = 1e+19 cm^-3: n/N_c = 0.39850, eta = -0.7799
   np/ni^2 = 0.86926, low-density form = 0.85911
   break-even narrowing = 3.622 meV
 N_D = 1e+20 cm^-3: n/N_c = 3.98500, eta = 2.7212
   np/ni^2 = 0.26219, low-density form = -0.40891
   break-even narrowing = 34.607 meV
Worked example: N_D = 1e+20 cm^-3
F_1/2(eta) = 3.9850, exp(-eta) = 0.06580
Fermi level above original E_v, no narrowing: 1.1703 eV
Same with Boltzmann filling: 1.1357 eV
Boltzmann control np/ni^2 = 1.000000
Edge shifts: E_c down 60 meV, E_v up 40 meV
Total narrowing = 100 meV
Fermi level above original E_v, narrowed: 1.1103 eV
Fermi level above actual E_v, narrowed: 1.0703 eV
Degeneracy factor = 0.26219
Narrowing factor = 47.855
np/ni^2 with both effects = 12.547
Hole density, naive ni^2/n = 1.4948 cm^-3
Hole density, degeneracy only = 0.3919 cm^-3
Hole density, both effects = 18.7560 cm^-3
Apparent narrowing kT ln(np/ni^2) = 65.393 meV
Fixed Fermi level, E_c down 60 meV: np grows by 2.246
Exponential of the same shift over kT = 10.185
Acceptors 1e+20 cm^-3, no narrowing: eta_v = 3.5546, np/ni^2 = 0.15924
checks complete
```
